# Curvature-Enhanced Accelerator Coverage on a Growing Copper Surface: verification in Python

```python
"""
Curvature-enhanced accelerator coverage on a growing surface.

Result under test, following a surface element along its normal:
    d(theta)/dt = kappa * v * theta + J
theta : fractional accelerator coverage
v     : growth speed along the normal n, which points into the electrolyte
kappa : minus the surface divergence of n (positive on concave metal)
J     : net supply per site (adsorption minus loss)
Growth law used in the examples: v = v_base + v_gain * theta.
Lengths are in nm and times in s unless stated otherwise.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

v_base, v_gain = 1.0, 9.0
theta_start, radius_start = 0.1, 100.0


def speed(theta):
    return v_base + v_gain * theta


# --- Area change of a general surface moved by a nonuniform normal speed ---
def unit_normal(u, w):
    slope_u = 0.3 * np.cos(u) * np.cos(0.7 * w) + 0.2 * w
    slope_w = -0.21 * np.sin(u) * np.sin(0.7 * w) + 0.2 * u
    vector = np.array([-slope_u, -slope_w, 1.0])
    return vector / np.linalg.norm(vector)


def test_speed(u, w):
    return 1.0 + 0.5 * np.sin(u + 2.0 * w)


def moved_point(u, w, time):
    height = 0.3 * np.sin(u) * np.cos(0.7 * w) + 0.2 * u * w
    return np.array([u, w, height]) + time * test_speed(u, w) * unit_normal(u, w)


def area_element(u, w, time, d=1e-4):
    tangent_u = (moved_point(u + d, w, time) - moved_point(u - d, w, time)) / (2 * d)
    tangent_w = (moved_point(u, w + d, time) - moved_point(u, w - d, time)) / (2 * d)
    return np.linalg.norm(np.cross(tangent_u, tangent_w))


u0, w0, d = 0.6, -0.8, 1e-4
area_rate = (np.log(area_element(u0, w0, d))
             - np.log(area_element(u0, w0, -d))) / (2 * d)
divergence = ((unit_normal(u0 + d, w0)[0] - unit_normal(u0 - d, w0)[0])
              + (unit_normal(u0, w0 + d)[1] - unit_normal(u0, w0 - d)[1])) / (2 * d)
curvature_rate = test_speed(u0, w0) * divergence
assert abs(area_rate) > 0.01
assert abs(area_rate - curvature_rate) < 1e-5

# --- Equivalence of the local law and the conservation law at fixed x ---
x = sp.symbols("x", real=True)
h, v, th, supply = [sp.Function(name)(x) for name in ("h", "v", "th", "J")]
slope = sp.diff(h, x)
stretch = sp.sqrt(1 + slope**2)
stretch_rate = slope * sp.diff(v * stretch, x) / stretch
theta_rate = (v * slope / stretch * sp.diff(th, x)
              + sp.diff(h, x, 2) / stretch**3 * v * th + supply)
residual = (stretch_rate * th + stretch * theta_rate
            - sp.diff(v * slope * th, x) - stretch * supply)
assert sp.simplify(residual) == 0


# --- Cylinders and sphere: integrate the local law directly ---
def radial_run(curved_directions, direction, end_time, stop_when_full):
    # direction = -1 for inward (concave) growth, +1 for outward (convex)
    def rates(t, state):
        radius, theta = state
        kappa = -direction * curved_directions / radius
        return [direction * speed(theta), kappa * speed(theta) * theta]

    def full(t, state):
        return state[1] - 1.0
    full.terminal = True
    return solve_ivp(rates, (0, end_time), [radius_start, theta_start],
                     method="DOP853", rtol=1e-11, atol=1e-12,
                     events=full if stop_when_full else None)


cylinder = radial_run(1, -1, 200.0, True)
sphere = radial_run(2, -1, 200.0, True)
assert cylinder.status == 1 and sphere.status == 1
radius_full = theta_start * radius_start
sphere_radius_full = np.sqrt(theta_start) * radius_start
assert abs(cylinder.y[0, -1] / radius_full - 1) < 1e-6
assert abs(sphere.y[0, -1] / sphere_radius_full - 1) < 1e-6

a = v_gain * theta_start * radius_start
log_term = a / v_base**2 * np.log((v_base * radius_start + a)
                                  / (v_base * radius_full + a))
linear_term = (radius_start - radius_full) / v_base
time_full = linear_term - log_term
assert abs(cylinder.t[-1] / time_full - 1) < 1e-6


def convex_time(radius):
    return ((radius - radius_start) / v_base - a / v_base**2
            * np.log((v_base * radius + a) / (v_base * radius_start + a)))


convex_radius = brentq(lambda r: convex_time(r) - time_full,
                       radius_start, radius_start + speed(1.0) * time_full)
convex = radial_run(1, +1, time_full, False)
convex_theta = theta_start * radius_start / convex_radius
assert abs(convex.y[0, -1] / convex_radius - 1) < 1e-6
assert abs(convex.y[1, -1] / convex_theta - 1) < 1e-6
flat_advance = speed(theta_start) * time_full
assert convex_radius - radius_start < flat_advance < radius_start - radius_full
time_last = radius_full / speed(1.0)
time_close = time_full + time_last
time_fixed = radius_start / speed(theta_start)

# --- First-order loss: the conserved amount per pore length decays ---
loss_rate = 0.03


def loss_rates(t, state):
    radius, amount = state
    return [-speed(amount / (2 * np.pi * radius)), -loss_rate * amount]


loss_end = 35.0
loss_run = solve_ivp(loss_rates, (0, loss_end),
                     [radius_start, 2 * np.pi * radius_start * theta_start],
                     method="DOP853", rtol=1e-11, atol=1e-12,
                     max_step=0.5, dense_output=True)


def loss_theta(t):
    radius, amount = loss_run.sol(t)
    return amount / (2 * np.pi * radius)


minimum = minimize_scalar(loss_theta, bounds=(0, loss_end), method="bounded",
                          options={"xatol": 1e-7})
loss_radius = loss_run.sol(minimum.x)[0]
loss_theta_min = loss_theta(minimum.x)
loss_kappa_v = speed(loss_theta_min) / loss_radius
assert loss_theta_min < theta_start and loss_theta(loss_end) > loss_theta_min
assert abs(loss_kappa_v / loss_rate - 1) < 1e-3

# --- Wavy surface: conserved amounts against the local curvature law ---
period, amplitude, wave_time, adsorption = 200.0, 10.0, 20.0, 0.001
count, steps = 64, 400
label = np.arange(count) * period / count
wavenumber = 2 * np.pi * np.fft.fftfreq(count, period / count)
wavenumber[count // 2] = 0.0


def derivative(values):
    return np.real(np.fft.ifft(1j * wavenumber * np.fft.fft(values)))


def wave_rates(state, use_amount, base, gain):
    shift, height, third = state
    xs, ys = 1 + derivative(shift), derivative(height)
    length = np.hypot(xs, ys)
    theta = third / length if use_amount else third
    growth = base + gain * theta
    source = adsorption * (1 - theta)
    if use_amount:
        third_rate = source * length
    else:
        kappa = (xs * derivative(ys) - ys * derivative(xs)) / length**3
        third_rate = kappa * growth * theta + source
    return np.array([-growth * ys / length, growth * xs / length, third_rate])


def wave_run(use_amount, base, gain):
    height = amplitude * np.cos(2 * np.pi * label / period)
    start_length = np.hypot(1.0, derivative(height))
    third = theta_start * (start_length if use_amount else np.ones(count))
    state = np.array([np.zeros(count), height, third])
    dt = wave_time / steps
    for _ in range(steps):
        k1 = wave_rates(state, use_amount, base, gain)
        k2 = wave_rates(state + dt * k1 / 2, use_amount, base, gain)
        k3 = wave_rates(state + dt * k2 / 2, use_amount, base, gain)
        k4 = wave_rates(state + dt * k3, use_amount, base, gain)
        state = state + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    length = np.hypot(1 + derivative(state[0]), derivative(state[1]))
    theta = state[2] / length if use_amount else state[2]
    return state[1], theta


height_amount, theta_amount = wave_run(True, v_base, v_gain)
height_local, theta_local = wave_run(False, v_base, v_gain)
wave_error = np.max(np.abs(theta_amount - theta_local))
assert wave_error < 1e-6
assert np.max(np.abs(height_amount - height_local)) < 1e-4
crest, valley = 0, count // 2
theta_flat = 1 - (1 - theta_start) * np.exp(-adsorption * wave_time)
assert theta_amount[crest] < theta_flat < theta_amount[valley]
gap_start = 2 * amplitude
gap_end = height_amount[crest] - height_amount[valley]
height_control, theta_control = wave_run(True, speed(theta_start), 0.0)
gap_control = height_control[crest] - height_control[valley]
assert abs(gap_control - gap_start) < 1e-6
assert gap_end < gap_start - 1.0

# --- Numbers for the text ---
print(f"Area test, rate from moved surface: {area_rate:.6f} (model units)")
print(f"Area test, v times div n: {curvature_rate:.6f} (model units)")
print("PORE AND CYLINDER, NO SUPPLY OR LOSS")
print(f"Base speed v0: {v_base:.1f} nm/s")
print(f"Speed gain b: {v_gain:.1f} nm/s")
print(f"Initial coverage: {theta_start:.2f}")
print(f"Initial radius: {radius_start:.1f} nm")
print(f"Initial speed: {speed(theta_start):.2f} nm/s")
print(f"Initial kappa*v in pore: {speed(theta_start)/radius_start:.4f} 1/s")
print(f"Constant a = b*theta0*R0: {a:.1f} nm^2/s")
print(f"Pore radius at full coverage: {radius_full:.2f} nm")
print(f"Sphere radius at full coverage: {sphere_radius_full:.2f} nm")
print(f"Linear term of saturation time: {linear_term:.3f} s")
print(f"Logarithmic term of saturation time: {log_term:.3f} s")
print(f"Pore saturation time, formula: {time_full:.3f} s")
print(f"Pore saturation time, integration: {cylinder.t[-1]:.3f} s")
print(f"Pore wall advance by then: {radius_start-radius_full:.2f} nm")
print(f"Flat advance by then: {flat_advance:.2f} nm")
print(f"Convex cylinder advance by then: {convex_radius-radius_start:.2f} nm")
print(f"Convex cylinder radius by then: {convex_radius:.2f} nm")
print(f"Convex cylinder coverage by then: {convex_theta:.4f}")
print(f"Speed at full coverage: {speed(1.0):.1f} nm/s")
print(f"Last stage, excess expelled: {time_last:.3f} s")
print(f"Total closure time: {time_close:.3f} s")
print(f"Closure time at fixed initial coverage: {time_fixed:.3f} s")
print("PORE WITH FIRST-ORDER LOSS")
print(f"Loss rate k: {loss_rate:.3f} 1/s")
print(f"Time of minimum coverage: {minimum.x:.2f} s")
print(f"Radius at minimum coverage: {loss_radius:.2f} nm")
print(f"Minimum coverage: {loss_theta_min:.4f}")
print(f"kappa*v at minimum: {loss_kappa_v:.5f} 1/s")
print(f"Coverage at {loss_end:.0f} s: {loss_theta(loss_end):.4f}")
print("WAVY SURFACE WITH ADSORPTION")
print(f"Period: {period:.1f} nm; amplitude: {amplitude:.1f} nm")
print(f"Adsorption rate: {adsorption:.4f} 1/s; time: {wave_time:.1f} s")
print(f"Valley coverage: {theta_amount[valley]:.4f}")
print(f"Flat-surface coverage: {theta_flat:.4f}")
print(f"Crest coverage: {theta_amount[crest]:.4f}")
print(f"Largest coverage difference of two methods: {wave_error:.1e}")
print(f"Crest-valley height difference, start: {gap_start:.2f} nm")
print(f"Height difference, end, with feedback: {gap_end:.2f} nm")
print(f"Height difference, end, uniform speed: {gap_control:.2f} nm")
print("every check passed")
```

Running it gives:

```
Area test, rate from moved surface: 0.123137 (model units)
Area test, v times div n: 0.123137 (model units)
PORE AND CYLINDER, NO SUPPLY OR LOSS
Base speed v0: 1.0 nm/s
Speed gain b: 9.0 nm/s
Initial coverage: 0.10
Initial radius: 100.0 nm
Initial speed: 1.90 nm/s
Initial kappa*v in pore: 0.0190 1/s
Constant a = b*theta0*R0: 90.0 nm^2/s
Pore radius at full coverage: 10.00 nm
Sphere radius at full coverage: 31.62 nm
Linear term of saturation time: 90.000 s
Logarithmic term of saturation time: 57.767 s
Pore saturation time, formula: 32.233 s
Pore saturation time, integration: 32.233 s
Pore wall advance by then: 90.00 nm
Flat advance by then: 61.24 nm
Convex cylinder advance by then: 55.18 nm
Convex cylinder radius by then: 155.18 nm
Convex cylinder coverage by then: 0.0644
Speed at full coverage: 10.0 nm/s
Last stage, excess expelled: 1.000 s
Total closure time: 33.233 s
Closure time at fixed initial coverage: 52.632 s
PORE WITH FIRST-ORDER LOSS
Loss rate k: 0.030 1/s
Time of minimum coverage: 22.42 s
Radius at minimum coverage: 59.20 nm
Minimum coverage: 0.0862
kappa*v at minimum: 0.03000 1/s
Coverage at 35 s: 0.0958
WAVY SURFACE WITH ADSORPTION
Period: 200.0 nm; amplitude: 10.0 nm
Adsorption rate: 0.0010 1/s; time: 20.0 s
Valley coverage: 0.1689
Flat-surface coverage: 0.1178
Crest coverage: 0.0910
Largest coverage difference of two methods: 1.8e-12
Crest-valley height difference, start: 20.00 nm
Height difference, end, with feedback: 12.79 nm
Height difference, end, uniform speed: 20.00 nm
every check passed
```
